# Recoil shift and thermal width of the graphite carbon 1s line

## Problem

An X-ray photon of energy $h\nu=8000$ eV ejects a 1s electron from a carbon atom in graphite. The electron leaves at right angles to the photon beam. The atom recoils, and the electron is slower than it would be if the atom were infinitely heavy. Call the missing kinetic energy $\varepsilon$. In a spectrum plotted against binding energy, the line appears at a binding energy too high by $\varepsilon$.

Data: binding energy $E_B\approx 280$ eV (a rough value), electron rest energy $mc^2=510999$ eV, carbon-12 rest energy $Mc^2=1.11779\times10^{10}$ eV, and $k_BT=0.02585$ eV at 300 K.

**(a)** Treat the atom as free and at rest. Show that the line shifts by 0.36 eV from its recoil-free position.

**(b)** Let the free atom have momentum $\mathbf P$ before emission. Find $\varepsilon$, and from it the line shape and width for a classical gas of such atoms at temperature $T$.

**(c)** The carbon atom is in fact bound in a lattice. Show what remains true of the mean and the variance of $\varepsilon$.

**(d)** Evaluate the width for an atom that vibrates harmonically along the direction of the momentum transfer. Use two model quanta, $\hbar\omega=0.05$ eV for a soft axis and $0.15$ eV for a stiff axis. They imitate the anisotropy of a layered lattice and are not fitted to graphite.

**(e)** Does the peak of the line lie at the mean shift? Take $T=300$ K and a Gaussian instrument function of rms width 0.10 eV.

Assume that the 1s hole sits on one atom, that the forces on the atoms depend on positions only, and that the hole does not change them. Leave out the lifetime of the hole, electronic losses, and scattering of the electron on its way out.

## Hints

1. The atom receives the photon's momentum and loses the electron's. Use the relativistic relation between kinetic energy and momentum for the electron, and the ordinary $P^2/2M$ for the atom.
2. In (b), subtract the atom's kinetic energy before emission from that after it. One term depends on $\mathbf P$.
3. In (c), a sudden momentum transfer $\mathbf Q$ multiplies the atomic wave function by $e^{i\mathbf Q\cdot\mathbf x/\hbar}$. Find what this factor does to the Hamiltonian, and sum over all final states.
4. In (d), the mean kinetic energy of a harmonic oscillator is half its total energy.
5. In (e), compute the third central moment by the method of (c). If the line is nearly Gaussian, describe its asymmetry by a Gaussian times a cubic correction.

## Solution

### (a) Atom at rest

Without recoil the electron would have kinetic energy $T_0=h\nu-E_B=7720$ eV. From $(T_0+mc^2)^2=p^2c^2+m^2c^4$,

$$p^2c^2=T_0^2+2T_0mc^2=(0.00596+0.78898)\times10^{10}\ \text{eV}^2=0.79494\times10^{10}\ \text{eV}^2 .$$

Let $\mathbf k$ be the photon momentum, with $kc=h\nu$. The atom receives

$$\mathbf Q=\mathbf k-\mathbf p .$$

For perpendicular directions the cross term vanishes and $Q^2=p^2+k^2$. With $k^2c^2=0.0064\times10^{10}$ eV²,

$$E_R=\frac{Q^2}{2M}=\frac{Q^2c^2}{2Mc^2}=\frac{0.80134\times10^{10}}{2\times1.11779\times10^{10}}\ \text{eV}=0.358\ \text{eV}\approx0.36\ \text{eV}.$$

Two small approximations enter. The momentum $p$ was computed from $T_0$ and not from $T_0-\varepsilon$, a relative error of order $\varepsilon/T_0\approx5\times10^{-5}$. The ion was given the mass $M$ and not $M-m$, a relative error of $m/M$, also about $5\times10^{-5}$. A binding energy larger by 10 eV changes $E_R$ by less than 0.001 eV, so the rough value of $E_B$ suffices.

The photon momentum contributes little here. Without it the shift is 0.356 eV. If the electron is also treated nonrelativistically, the shift is $T_0m/M=0.353$ eV, which would round to 0.35 eV.

### (b) Moving free atom

The atom's momentum changes from $\mathbf P$ to $\mathbf P+\mathbf Q$. The energy it gains is the energy the electron lacks:

$$\varepsilon=\frac{(\mathbf P+\mathbf Q)^2}{2M}-\frac{P^2}{2M}=E_R+\frac{\mathbf Q\cdot\mathbf P}{M}.$$

The second term is a Doppler shift. Since $\mathbf Q$ points nearly opposite to $\mathbf p$, an atom moving towards the detector has $\mathbf Q\cdot\mathbf P<0$, a smaller loss, and a faster electron. This formula was tested against full relativistic conservation of energy and momentum, for four emission angles and for atoms at rest and in motion. The two agree within $2\times10^{-4}$ eV.

Let $P_Q$ be the component of $\mathbf P$ along $\mathbf Q$ and $n(P_Q)$ its normalized distribution. Since $\varepsilon=E_R+QP_Q/M$, we have $d\varepsilon=(Q/M)\,dP_Q$, and the line shape is

$$S(\varepsilon)=\frac{M}{Q}\,n\!\left(\frac{M(\varepsilon-E_R)}{Q}\right).$$

The line is thus a picture of the momentum distribution, centred at $E_R$. For a classical gas $n$ is a Gaussian with $\langle P_Q^2\rangle=Mk_BT$. The line is then a Gaussian with variance

$$\sigma^2=\frac{Q^2}{M^2}\,Mk_BT=\frac{Q^2}{M}k_BT=2E_Rk_BT .$$

At 300 K,

$$\sigma=\sqrt{2\times0.3584\times0.02585}\ \text{eV}=0.136\ \text{eV}.$$

A Gaussian falls to half its height where $e^{-x^2/2\sigma^2}=1/2$, that is at $x=\sigma\sqrt{2\ln2}$. The full width at half maximum is therefore $2\sqrt{2\ln2}\,\sigma=0.32$ eV. The width is comparable with the shift although $k_BT$ is much smaller than $E_R$, because $\sigma$ contains the geometric mean of the two energies.

### (c) Bound atom

Let $H$ be the Hamiltonian of the lattice, with states $|i\rangle$ before emission and $|f\rangle$ after it. The photon and electron waves, taken at the position $\mathbf x$ of the emitting atom, contribute the factor

$$K=e^{i\mathbf k\cdot\mathbf x/\hbar}\,e^{-i\mathbf p\cdot\mathbf x/\hbar}=e^{i\mathbf Q\cdot\mathbf x/\hbar}.$$

The rest of the transition amplitude concerns the electron's motion relative to the nucleus, and we take it as constant across the narrow line. The probability of reaching $|f\rangle$ is then $|\langle f|K|i\rangle|^2$, and the energy loss is $\varepsilon=E_f-E_i$.

The factor $K$ commutes with the potential energy and shifts the momentum, $K^\dagger\mathbf PK=\mathbf P+\mathbf Q$. Only the emitter's kinetic energy changes:

$$K^\dagger HK=H+D+E_R,\qquad D=\frac{\mathbf Q\cdot\mathbf P}{M}.$$

**Mean.** Since $\sum_f|f\rangle\langle f|=1$,

$$\langle\varepsilon\rangle=\sum_f(E_f-E_i)|\langle f|K|i\rangle|^2=\langle i|K^\dagger(H-E_i)K|i\rangle=\langle i|(H-E_i+D+E_R)|i\rangle .$$

The part $H-E_i$ gives zero on $|i\rangle$. The part $D$ also averages to zero, because $\mathbf P/M=(i/\hbar)[H,\mathbf x]$ and the expectation value of a commutator with $H$ vanishes in a bound stationary state. Hence $\langle\varepsilon\rangle=E_R$. The binding does not alter the mean shift.

**Variance.** In the same way,

$$\langle(\varepsilon-E_R)^2\rangle=\langle i|(H-E_i+D)^2|i\rangle=\langle i|D^2|i\rangle ,$$

because $(H-E_i+D)|i\rangle=D|i\rangle$, and the left factor acts likewise on $\langle i|$. Every initial state has the same mean $E_R$, so the thermal average of this expression is the variance of the whole line. With the mean kinetic energy along $\mathbf Q$, $K_Q=\langle P_Q^2\rangle/2M$,

$$\sigma^2=\frac{Q^2\langle P_Q^2\rangle}{M^2}=\frac{Q^2}{M^2}\,2MK_Q=4E_RK_Q .$$

This is the variance that the momentum picture of (b) gives, now for a bound atom. The potential need not be harmonic. Both results were tested with explicit transition probabilities in a lopsided anharmonic well.

If the hole did change the potential, by $W(\mathbf x)$, the final Hamiltonian would be $H+W$. As $K^\dagger WK=W$, the mean would gain $\langle W\rangle$, which does not depend on $\mathbf Q$. Such a term drops out when the line's mean position is compared at two photon energies.

### (d) Thermal width of a harmonic atom

At temperature $T$ the oscillator energy is $\hbar\omega(\bar n+\tfrac12)$ with $\bar n=1/(e^u-1)$ and $u=\hbar\omega/k_BT$. Here

$$\bar n+\frac12=\frac{2+(e^u-1)}{2(e^u-1)}=\frac12\,\frac{e^u+1}{e^u-1}=\frac12\coth\frac u2 .$$

Half of the energy is kinetic, so

$$K_Q=\frac{\hbar\omega}{4}\coth\frac{\hbar\omega}{2k_BT},\qquad \sigma^2=E_R\,\hbar\omega\coth\frac{\hbar\omega}{2k_BT}.$$

For $k_BT\gg\hbar\omega$ we use $\coth x\approx1/x$ and recover $\sigma^2=2E_Rk_BT$. For $T\to0$ the hyperbolic cotangent tends to 1 and $\sigma\to\sqrt{E_R\hbar\omega}$. Zero-point motion leaves a width that cooling cannot remove.

For the soft axis at 300 K, $K_Q=0.0167$ eV and

$$\sigma=\sqrt{4\times0.3584\times0.01672}\ \text{eV}=0.155\ \text{eV}.$$

For the stiff axis, $K_Q=0.0377$ eV gives $\sigma=0.233$ eV. The rms widths in eV are:

| | limit $T\to0$ | 300 K | 1000 K |
|---|---|---|---|
| classical | 0 | 0.136 | 0.249 |
| soft axis | 0.134 | 0.155 | 0.252 |
| stiff axis | 0.232 | 0.233 | 0.277 |

Along the stiff axis the width hardly changes between 0 K and room temperature, since $\hbar\omega$ is almost six times $k_BT$ and the atom is nearly always in its ground state. The classical formula then gives only 59% of the model's width. At 1000 K the soft axis is close to classical, while the stiff axis is still 11% above the classical value.

The direction that counts is that of $\mathbf Q$. In the perpendicular geometry it is tilted from the line of the electron's path by $\arctan(k/p)\approx5^\circ$.

### (e) Peak and mean

The third central moment follows from the same operator as in (c):

$$\kappa_3=\langle(H-E_i+D)^3\rangle=\langle D(H-E_i+D)D\rangle=\langle D^3\rangle+\langle D(H-E_i)D\rangle .$$

In thermal equilibrium without a magnetic field, $\mathbf P$ and $-\mathbf P$ are equally likely, so $\langle D^3\rangle=0$. For the other term, expand the double commutator in the state $|i\rangle$:

$$\langle[D,[H,D]]\rangle=2\langle DHD\rangle-\langle D^2H\rangle-\langle HD^2\rangle=2\langle D(H-E_i)D\rangle .$$

Let $V$ be the potential and $V''$ its second derivative along $\mathbf Q$. Then $[H,P_Q]=[V,P_Q]=i\hbar V'$ and $[P_Q,i\hbar V']=\hbar^2V''$. Therefore

$$\kappa_3=\frac12\,\frac{Q^2}{M^2}\,\hbar^2\langle V''\rangle=E_R\,\frac{\hbar^2\langle V''\rangle}{M}=E_R(\hbar\omega)^2 ,$$

where the last form holds for the harmonic atom, with $V''=M\omega^2$. The momentum picture of (b) would give $\kappa_3=0$. The skewness $\kappa_3/\sigma^3$ is one measure of its failure as a description of the line shape. Since $\coth\ge1$, we have $\sigma^2\ge E_R\hbar\omega$ and

$$\frac{\kappa_3}{\sigma^3}\le\sqrt{\frac{\hbar\omega}{E_R}} .$$

The skewness is small when the vibrational quantum is much smaller than the recoil energy. At 300 K it is 0.24 for the soft axis and 0.64 for the stiff one.

The instrument adds its variance, so the recorded line has $s^2=\sigma^2+(0.10\ \text{eV})^2$. A symmetric instrument function leaves $\kappa_3$ unchanged. With $x=\varepsilon-E_R$, a nearly Gaussian line is

$$f(x)\propto e^{-x^2/2s^2}\left[1+\frac{\kappa_3}{6s^6}\left(x^3-3s^2x\right)\right].$$

The bracket keeps the mean at zero, because the Gaussian average of $x^4-3s^2x^2$ is $3s^4-3s^4=0$. It gives the right third moment, because the average of $x^6-3s^2x^4$ is $15s^6-9s^6=6s^6$. To first order in $\kappa_3$, the condition $f'=0$ reads

$$-\frac{x}{s^2}-\frac{\kappa_3}{2s^4}=0,\qquad x_{\text{peak}}=-\frac{\kappa_3}{2s^2}.$$

For the stiff axis $\kappa_3=0.3584\times0.15^2=0.00806$ eV³ and $s^2=0.0641$ eV², so to this order the peak lies 0.0629 eV below the mean, at 0.296 eV. For the soft axis the displacement is 0.013 eV and the peak lies at 0.345 eV. The full oscillator spectra, smoothed by the same instrument function, peak at 0.294 eV and 0.345 eV. For the stiff axis the recorded line has $\kappa_3/s^3\approx0.5$, so terms beyond first order are not negligible. The function $f(x)$ itself, maximized without linearizing, peaks at 0.302 eV, and the first-order estimate should be trusted only to about 0.01 eV. The peak also depends on the instrument. For the stiff axis it moves to 0.304 eV at an rms width of 0.15 eV, and at 0.05 eV the line breaks up into separate vibrational components.

So the figure of 0.36 eV belongs to the centroid of the line. In this model the peak lies noticeably lower if the lattice is stiff along $\mathbf Q$. In a measured graphite spectrum, the electronic losses left out here add a tail towards higher binding energy. This tail moves the peak the other way and can offset the effect, so recoil alone does not fix the peak position.

## Variation 1: another angle, another photon energy

*How does the shift depend on the emission angle $\theta$ from the beam, and what is seen if the 8000 eV line is compared with one taken at 1000 eV?*

In general $Q^2=p^2+k^2-2pk\cos\theta$. With $pc=8.916\times10^4$ eV and $kc=0.800\times10^4$ eV, forward emission gives $Qc=8.116\times10^4$ eV and $E_R=0.295$ eV. Backward emission gives $Qc=9.716\times10^4$ eV and $E_R=0.422$ eV. In forward emission the photon supplies part of the electron's momentum, so the atom recoils backwards with less. In backward emission the photon's momentum adds to the recoil. The value 0.36 eV thus belongs to emission near 90°. The two extreme values are limits of the kinematics only. The amplitude for a 1s electron is proportional to the component of $\mathbf p$ along the photon's polarization, which is perpendicular to the beam. Without scattering, the intensity therefore vanishes exactly forwards and backwards and is weak near these directions.

For a 1000 eV photon, $T_0=720$ eV and, at 90°,

$$E_R=\frac{720^2+2\times720\times510999+1000^2}{2\times1.11779\times10^{10}}\ \text{eV}=0.033\ \text{eV}.$$

On a recoil-free energy scale, a comparison of the two lines therefore shows a difference of 0.33 eV between their centroids, not 0.36 eV, because the reference line has itself recoiled. The peaks of the model lines of (e) differ by less, 0.315 eV for the soft axis and 0.282 eV for the stiff one. If the energy scale is set by another sample, the recoil of that sample enters as well. For an emitter with the mass of a gold atom, the recoil is about 0.02 eV larger at 8000 eV than at 1000 eV.

## Variation 2: the line at zero temperature

*Find the complete recoil spectrum of the harmonic atom in its ground state.*

Write the displacement along $\mathbf Q$ as $x=\sqrt{\hbar/2M\omega}\,(a+a^\dagger)$. Then $K=e^{i\eta(a+a^\dagger)}$ with

$$\eta^2=\frac{Q^2}{\hbar^2}\,\frac{\hbar}{2M\omega}=\frac{E_R}{\hbar\omega}.$$

Set $A=i\eta a^\dagger$ and $B=i\eta a$. Their commutator is the number $[A,B]=-\eta^2[a^\dagger,a]=\eta^2$, so $e^{A+B}=e^Ae^Be^{-\eta^2/2}$. Since $a|0\rangle=0$, the factor $e^B$ leaves the ground state unchanged, and

$$K|0\rangle=e^{-\eta^2/2}\sum_n\frac{(i\eta)^n}{\sqrt{n!}}|n\rangle,\qquad w_n=e^{-\eta^2}\frac{\eta^{2n}}{n!}.$$

The atom takes up $n$ quanta with a Poisson probability. The mean number and its variance are both $\eta^2$. The mean loss is therefore $\eta^2\hbar\omega=E_R$ and the variance is $\eta^2(\hbar\omega)^2=E_R\hbar\omega$, as in (c) and (d).

For the stiff axis $\eta^2=0.3584/0.15=2.39$. The ratio $w_n/w_{n-1}=\eta^2/n$ exceeds 1 up to $n=2$, so the strongest component lies at $2\hbar\omega=0.30$ eV, below the mean. In this one-oscillator model a fraction $e^{-2.39}\approx0.09$ of the electrons leaves without exciting the vibration at all. The other electrons lose more than $E_R$ often enough to keep the mean at 0.36 eV.

The main shifts, widths and peak positions are listed in the numerical output below.

## Computed values

```
photon energy: 8000 eV
rough C 1s binding energy (input): 280 eV
electron kinetic energy without recoil: 7720 eV
electron rest energy: 510999 eV
carbon-12 rest energy: 1.11779e+10 eV
mass ratio M/m: 21874.7
electron momentum p: 89.16 keV/c
photon momentum k: 8.00 keV/c
momentum transfer Q at 90 deg: 89.52 keV/c
recoil shift at 90 deg: 0.3584 eV
same from exact conservation: 0.3584 eV
without photon momentum: 0.3556 eV
nonrelativistic, without photon momentum: 0.3529 eV
forward emission (0 deg): 0.2946 eV
backward emission (180 deg): 0.4223 eV
change if binding energy is 10 eV larger: 0.00046 eV
recoil shift for 1000 eV photon: 0.0330 eV
shift of 8 keV line against that line: 0.3255 eV
kT at 300 K: 0.02585 eV
classical rms atomic speed along Q, 300 K: 456 m/s
classical width, 300 K: rms 0.1361 eV, FWHM 0.3206 eV
classical width, 1000 K: rms 0.2486 eV, FWHM 0.5853 eV
soft axis, vibrational quantum: 0.05 eV
  mean kinetic energy along Q, 300 K: 0.01672 eV
  rms width at 1 K: 0.1339 eV
  rms width at 300 K: 0.1549 eV
  rms width at 1000 K: 0.2520 eV
  Gaussian-equivalent FWHM at 300 K: 0.3647 eV
  peak of smoothed line, 300 K: 0.345 eV
  largest cumulative deviation from Gaussian: 0.0165 (no unit)
stiff axis, vibrational quantum: 0.15 eV
  mean kinetic energy along Q, 300 K: 0.03773 eV
  rms width at 1 K: 0.2319 eV
  rms width at 300 K: 0.2326 eV
  rms width at 1000 K: 0.2768 eV
  Gaussian-equivalent FWHM at 300 K: 0.5477 eV
  peak of smoothed line, 300 K: 0.294 eV
  largest cumulative deviation from Gaussian: 0.0437 (no unit)
instrument rms width used for peaks: 0.10 eV
slow test vibration, quantum: 0.01 eV
  peak of smoothed line, 300 K: 0.358 eV
  largest cumulative deviation from Gaussian: 0.0010 (no unit)
```
